# Dingle's Series for the Conductivity of a Partly Specular Circular Wire: test program

```python
# Result under test: for a circular wire of diameter d, bulk mean free path lam,
# constant wall specularity p (0 <= p < 1) and kappa = d/lam,
#   R_p(kappa) = (1-p)^2 * sum_{n>=1} n p^(n-1) R_0(n kappa),
# where R_p is the wire conductivity divided by the bulk conductivity of a metal
# with the same mean free path, and R_0 is R_p for fully diffuse walls (p = 0).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jn_zeros
from scipy.stats import qmc

nodes, gauss_weights = np.polynomial.legendre.leggauss(200)
angle = (nodes + 1) * np.pi / 4
angle_weight = gauss_weights * np.pi / 4
sin_theta = np.sin(angle)[:, None]       # theta: angle between velocity and axis
cos_theta = np.cos(angle)[:, None]
chord_fraction = np.cos(angle)[None, :]  # transverse chord / diameter
area_weight = angle_weight[:, None] * angle_weight[None, :]


def ratio_direct(kappa, p):
    """Chord average of the response; p is a number or an array on the grid."""
    x = kappa * chord_fraction / sin_theta
    response = 1 - (1 - p) * (-np.expm1(-x) / x) / (1 - p * np.exp(-x))
    measure = sin_theta * cos_theta**2 * chord_fraction**2
    return 12 / np.pi * np.sum(area_weight * measure * response)


def s4(z):
    """Integral from 1 to infinity of exp(-z t) sqrt(t^2-1)/t^4, with t = 1/sin."""
    s, c = np.sin(angle), np.cos(angle)
    return np.exp(-np.outer(z, 1 / s)) @ (angle_weight * s * c**2)


def ratio_diffuse(kappa):
    u = np.sin(angle)
    return 1 - 12 / np.pi * np.sum(angle_weight * np.cos(angle)**2 * s4(kappa * u))


def tail_weight(p, terms):
    return p**terms * (1 + terms * (1 - p))


def ratio_series(kappa, p):
    terms = 1
    while tail_weight(p, terms) > 1e-12:
        terms += 1
    return sum((1 - p)**2 * n * p**(n - 1) * ratio_diffuse(n * kappa)
               for n in range(1, terms + 1))


# The S4 quadrature against its defining infinite integral
for z in (0.3, 2.0):
    literal = quad(lambda t: np.exp(-z * t) * np.sqrt(t * t - 1) / t**4, 1, np.inf)[0]
    assert abs(literal - s4(np.array([z]))[0]) < 1e-7

# Series of diffuse results against the direct integral at specularity p
largest_gap = 0.0
for p_test in (0.2, 0.5, 0.9):
    for kappa_test in (0.1, 0.625, 5.0):
        gap = abs(ratio_series(kappa_test, p_test) - ratio_direct(kappa_test, p_test))
        largest_gap = max(largest_gap, gap)
assert largest_gap < 1e-7

# Chord identity, order by order in p
ps, xs, ys = sp.symbols("p x y", positive=True)   # y stands for exp(-x)
closed = 1 - (1 - ps) * (1 - ys) / (xs * (1 - ps * ys))
partial = (1 - ps)**2 * sum(n * ps**(n - 1) * (1 - (1 - ys**n) / (n * xs))
                            for n in range(1, 6))
for order in range(5):
    coefficient = sp.diff(closed - partial, ps, order).subs(ps, 0)
    assert sp.simplify(coefficient) == 0


def trace_back(shape, hits):
    """Follow electrons back through specular hits in a wire of unit width."""
    q = qmc.Sobol(4, seed=7).random_base2(16)
    if shape == "circle":
        radius, phi = 0.5 * np.sqrt(q[:, 0]), 2 * np.pi * q[:, 1]
        r = np.stack([radius * np.cos(phi), radius * np.sin(phi)], axis=1)
    else:
        r = q[:, :2] - 0.5
    phi = 2 * np.pi * q[:, 2]
    e = np.stack([np.cos(phi), np.sin(phi)], axis=1)
    cosine = q[:, 3]
    rows = np.arange(len(r))
    steps, incidence = [], []
    for _ in range(hits):
        if shape == "circle":
            b = np.sum(r * e, axis=1)
            root = np.maximum(b**2 + 0.25 - np.sum(r * r, axis=1), 0)
            step = -b + np.sqrt(root)
            r = r + step[:, None] * e
            normal = r / np.linalg.norm(r, axis=1)[:, None]
            along = np.sum(e * normal, axis=1)
            e = e - 2 * along[:, None] * normal
            incidence.append(along)
        else:
            distance = (0.5 * np.sign(e) - r) / e
            wall = np.argmin(distance, axis=1)
            step = distance[rows, wall]
            r = r + step[:, None] * e
            e = e.copy()
            e[rows, wall] *= -1
        steps.append(step)
    return cosine, np.array(steps), np.array(incidence)


def ratio_traced(cosine, steps, kappa, p):
    path = np.cumsum(steps, axis=0) / np.sqrt(1 - cosine**2)
    lost = sum((1 - p) * p**k * np.exp(-kappa * path[k]) for k in range(len(path)))
    return np.mean(3 * cosine**2 * (1 - lost))


# Example: round parameters, rough regime of a tungsten interconnect
diameter, mfp, rho_bulk, p = 10.0, 16.0, 5.0, 0.5    # nm, nm, microohm cm, 1
kappa = diameter / mfp
ratio = ratio_series(kappa, p)

# Ray tracing in the circle: equal chords, incidence cosine = chord/diameter
cosine, steps, incidence = trace_back("circle", 40)
assert np.max(np.ptp(steps[1:], axis=0)) < 1e-6
assert np.max(np.abs(incidence[1:] - steps[1:])) < 1e-6
traced_circle = ratio_traced(cosine, steps, kappa, p)
assert abs(traced_circle - ratio) < 1e-3   # sampling error of 65536 points

# Square wire: chords of one path differ, and the series must overestimate
cosine, steps, _ = trace_back("square", 40)
traced_square = ratio_traced(cosine, steps, kappa, p)
series_square = sum((1 - p)**2 * n * p**(n - 1)
                    * ratio_traced(cosine, steps[:1], n * kappa, 0.0)
                    for n in range(1, 41))
assert series_square - traced_square > 0.005

# Weights as run statistics: simulate a long sequence of wall hits
rng = np.random.default_rng(3)
diffuse_hits = np.flatnonzero(rng.random(2_000_000) > p)
runs = np.diff(diffuse_hits)
run_share = [n * np.sum(runs == n) / runs.sum() for n in range(1, 6)]
weights = [(1 - p)**2 * n * p**(n - 1) for n in range(1, 9)]
assert np.max(np.abs(np.array(run_share) - weights[:5])) < 5e-3

# Bracket on the remainder after eight terms
diffuse = [ratio_diffuse(n * kappa) for n in range(1, 9)]
partial_sums = np.cumsum(np.array(weights) * diffuse)
remaining = tail_weight(p, 8)
assert abs(1 - sum(weights) - remaining) < 1e-12
lower = partial_sums[-1] + remaining * ratio_diffuse(9 * kappa)
upper = partial_sums[-1] + remaining
assert lower < ratio_direct(kappa, p) < upper

# Thin and thick limits
thin = ratio_direct(1e-4, p) / 1e-4
assert abs(thin / ((1 + p) / (1 - p)) - 1) < 1e-2   # next order: kappa log kappa
thick = ratio_direct(50.0, p)
assert abs(thick - (1 - 3 * (1 - p) / (4 * 50.0))) < 1e-5

# Absolute conductivities: bulk conductivity at lam/n is 1/n of that at lam
absolute = sum((1 - p)**2 * n**2 * p**(n - 1) * ratio_diffuse(n * kappa) / n
               for n in range(1, 61))
misread = sum((1 - p)**2 * n * p**(n - 1) * ratio_diffuse(n * kappa) / n
              for n in range(1, 61))
assert abs(absolute - ratio_direct(kappa, p)) < 1e-7
assert ratio - misread > 0.05

# Sizes of neglected effects
rho_wire = rho_bulk / ratio
rho_lambda = rho_bulk * 1e-8 * mfp * 1e-9            # ohm m^2
k_fermi = np.sqrt(3 * np.pi**2 * const.hbar / (const.e**2 * rho_lambda))
e_fermi = (const.hbar * k_fermi)**2 / (2 * const.m_e) / const.e
grain_reflection = 0.3
alpha = mfp / diameter * grain_reflection / (1 - grain_reflection)
grain_ratio = quad(lambda m: 3 * m**3 / (m + alpha), 0, 1)[0]
# Specularity exp(-a cos^2) with the same flux average as the constant p
a_rough = brentq(lambda a: quad(lambda m: 2 * m * np.exp(-a * m * m), 0, 1)[0] - p,
                 0.01, 20)
p_angle = np.exp(-a_rough * (sin_theta * chord_fraction)**2)
ratio_angle = ratio_direct(kappa, p_angle)
roughness = np.sqrt(a_rough) / (2 * k_fermi) * 1e9
heating = 380 / 300
rho_hot = rho_bulk * heating / ratio_direct(kappa * heating, p)
k_radius = k_fermi * diameter * 1e-9 / 2
modes = sum((1 if m == 0 else 2) * int(np.sum(jn_zeros(m, 30) < k_radius))
            for m in range(int(k_radius) + 1))
modes_classical = k_radius**2 / 4

print(f"wire diameter                          {diameter:.1f} nm")
print(f"bulk mean free path                    {mfp:.1f} nm")
print(f"bulk resistivity                       {rho_bulk:.2f} microohm cm")
print(f"specularity p                          {p:.2f}")
print(f"kappa = diameter / mean free path      {kappa:.4f}")
print("n, lambda/n (nm), weight, diffuse ratio R_0(n kappa), partial sum")
for n in range(1, 9):
    print(f"  {n}  {mfp / n:7.3f}  {weights[n - 1]:.6f}  {diffuse[n - 1]:.6f}"
          f"  {partial_sums[n - 1]:.6f}")
print(f"weight left after 8 terms              {remaining:.6f}")
print(f"bracket from 8 terms                   {lower:.6f} to {upper:.6f}")
print(f"full series, conductivity ratio        {ratio:.6f}")
print(f"direct integral, conductivity ratio    {ratio_direct(kappa, p):.6f}")
print(f"ray tracing, conductivity ratio        {traced_circle:.5f}")
print(f"largest series-integral gap, 9 cases   {largest_gap:.1e}")
print(f"wire resistivity, p = 0.5              {rho_wire:.3f} microohm cm")
print(f"wire resistivity, p = 0                {rho_bulk / diffuse[0]:.3f} microohm cm")
print(f"misread sum (absolute, weight n)       {misread:.6f} of bulk")
print("simulated share of chords in runs n=1..5:",
      " ".join(f"{share:.4f}" for share in run_share))
print(f"thin limit: ratio/kappa at kappa=1e-4  {thin:.4f}")
print(f"thick wire: ratio at kappa=50          {thick:.6f}")
print(f"square wire, traced ratio              {traced_square:.4f}")
print(f"square wire, series (not valid)        {series_square:.4f}")
print(f"effective Fermi wave number            {k_fermi * 1e-9:.2f} 1/nm")
print(f"effective Fermi energy (free mass)     {e_fermi:.2f} eV")
print(f"thermal smearing kT/E_F at 300 K       {const.k * 300 / const.e / e_fermi:.4f}")
print(f"grain boundaries alone, reflection     {grain_reflection:.2f}")
print(f"grain boundaries alone, resistivity    {rho_bulk / grain_ratio:.2f} microohm cm")
print(f"angle-dependent p, roughness height    {roughness:.4f} nm")
print(f"angle-dependent p, resistivity         {rho_bulk / ratio_angle:.3f} microohm cm")
for factor in (0.8, 1.2):
    changed = rho_bulk / ratio_direct(kappa / factor, p)
    print(f"transverse velocity x {factor:.1f}, resistivity {changed:.3f} microohm cm")
print(f"wire resistivity at 380 K              {rho_hot:.3f} microohm cm")
print(f"transverse modes per spin, counted     {modes}")
print(f"transverse modes per spin, classical   {modes_classical:.1f}")
print(f"mode deficit                           {100 * (1 - modes / modes_classical):.2f} %")
print("finished without a failed check")
```

Output:

```
wire diameter                          10.0 nm
bulk mean free path                    16.0 nm
bulk resistivity                       5.00 microohm cm
specularity p                          0.50
kappa = diameter / mean free path      0.6250
n, lambda/n (nm), weight, diffuse ratio R_0(n kappa), partial sum
  1   16.000  0.250000  0.372576  0.093144
  2    8.000  0.250000  0.552639  0.231304
  3    5.333  0.187500  0.658635  0.354798
  4    4.000  0.125000  0.727076  0.445682
  5    3.200  0.078125  0.774150  0.506163
  6    2.667  0.046875  0.808122  0.544043
  7    2.286  0.027344  0.833594  0.566837
  8    2.000  0.015625  0.853299  0.580170
weight left after 8 terms              0.019531
bracket from 8 terms                   0.597141 to 0.599701
full series, conductivity ratio        0.597391
direct integral, conductivity ratio    0.597391
ray tracing, conductivity ratio        0.59739
largest series-integral gap, 9 cases   5.1e-10
wire resistivity, p = 0.5              8.370 microohm cm
wire resistivity, p = 0                13.420 microohm cm
misread sum (absolute, weight n)       0.251161 of bulk
simulated share of chords in runs n=1..5: 0.2501 0.2498 0.1873 0.1254 0.0779
thin limit: ratio/kappa at kappa=1e-4  2.9958
thick wire: ratio at kappa=50          0.992501
square wire, traced ratio              0.5984
square wire, series (not valid)        0.6169
effective Fermi wave number            12.33 1/nm
effective Fermi energy (free mass)     5.79 eV
thermal smearing kT/E_F at 300 K       0.0045
grain boundaries alone, reflection     0.30
grain boundaries alone, resistivity    9.77 microohm cm
angle-dependent p, roughness height    0.0512 nm
angle-dependent p, resistivity         7.208 microohm cm
transverse velocity x 0.8, resistivity 7.708 microohm cm
transverse velocity x 1.2, resistivity 9.022 microohm cm
wire resistivity at 380 K              9.718 microohm cm
transverse modes per spin, counted     917
transverse modes per spin, classical   950.3
mode deficit                           3.51 %
finished without a failed check
```
